# Why a Smaller HOMO-LUMO Gap Does Not Guarantee Stronger Inhibitor Adsorption

Suppose that two candidate corrosion inhibitors are ranked by their HOMO-LUMO gaps, and the one with the smaller gap is kept because it is expected to hold more firmly to the metal. In the model below, this procedure keeps a molecule bound by 0.57 eV and discards one bound by 1.20 eV. The discarded molecule has a gap of 5 eV, the retained one a gap of 3 eV. The gap measures the distance between two molecular levels. Binding depends on the distance of each level from the metal's Fermi level and on how strongly each orbital couples to the metal.

## The counter-example

### Metal and molecules

Let the Fermi level \(E_F\) be the zero of energy. The metal is a semi-infinite chain with site energy zero and hopping \(W/2\), so its band runs from \(-W\) to \(W\) and is half filled. The molecule has a HOMO at \(e_H<0\) and a LUMO at \(e_L>0\), coupled to the end site by real matrix elements of magnitudes \(V_H\) and \(V_L\). Electrons are independent, both spins are equivalent, the temperature is zero, and the orbitals are orthogonal. The metal fixes the chemical potential at zero.

All levels are those of the molecule at contact, before \(V_H\) and \(V_L\) are switched on. With \(W=6\) eV, the two molecules are:

- **Narrow:** \(e_H=-1.5\) eV, \(e_L=1.5\) eV, \(V_H=V_L=1\) eV.
- **Wide:** \(e_H=-3\) eV, \(e_L=2\) eV, \(V_H=1\) eV, \(V_L=2\) eV.

The larger \(V_L\) represents a LUMO with more amplitude on the atom that touches the metal. Both levels of the wide molecule are farther from \(E_F\) than those of the narrow one.

### From levels to binding energy

Let \(g(z)\) be the Green function of the end site. Removing that site leaves an identical chain, so
\[
g=\frac{1}{z-(W/2)^2g},\qquad \frac{W^2}{4}g^2-zg+1=0 .
\]
The root that behaves as \(1/z\) at large \(|z|\) is
\[
g(z)=\frac{2}{W^2}\left[z-\sqrt{z^2-W^2}\right],\qquad
g(i\omega)=-\frac{2i}{\omega+\sqrt{\omega^2+W^2}}\quad(\omega>0).
\]
Its imaginary part just above the real axis gives the density of states per spin,
\[
\rho(\varepsilon)=\frac{2}{\pi W^2}\sqrt{W^2-\varepsilon^2},\qquad |\varepsilon|<W .
\]

Define \(B\) as the energy before coupling minus the energy after it, so that \(B>0\) means binding. At fixed chemical potential zero the relevant energy is \(\Omega=2\sum_j\min(\varepsilon_j,0)\), where the factor 2 counts spin. For a long finite chain, write \(\min(\varepsilon,0)=(\varepsilon-|\varepsilon|)/2\). Coupling adds only off-diagonal elements, so \(\sum_j\varepsilon_j\) is unchanged and
\[
B=\sum_j\left(|\varepsilon_j|-|\varepsilon_j^0|\right),
\]
where the superscript 0 marks uncoupled levels. The identity
\[
\int_0^\infty\ln\frac{\omega^2+a^2}{\omega^2+b^2}\,d\omega=\pi(|a|-|b|)
\]
and \(\omega^2+\varepsilon^2=|i\omega-\varepsilon|^2\) turn the sum into
\[
B=\frac{2}{\pi}\int_0^\infty\ln|R(i\omega)|\,d\omega,\qquad
R(z)=\frac{\det(z-H)}{\det(z-H_0)} .
\]

Eliminating the metal leaves a \(2\times2\) determinant for the molecule, with diagonal elements \(z-e_H-V_H^2g\) and \(z-e_L-V_L^2g\) and off-diagonal elements \(-V_HV_Lg\). The terms in \(g^2\) cancel. Division by \((z-e_H)(z-e_L)\) gives
\[
R(z)=1-g(z)\left[\frac{V_H^2}{z-e_H}+\frac{V_L^2}{z-e_L}\right].
\]
The long-chain limit enters through \(g\). This result holds for any coupling strength within the model.

### Donation and back-donation

For weak coupling, \(\ln|R|\simeq\operatorname{Re}(R-1)\). Insert \(g(i\omega)=\int\rho(\varepsilon)\,d\varepsilon/(i\omega-\varepsilon)\). For one molecular level \(e\), partial fractions give
\[
\frac{1}{(i\omega-\varepsilon)(i\omega-e)}
=\frac{1}{\varepsilon-e}\left[\frac1{i\omega-\varepsilon}-\frac1{i\omega-e}\right].
\]
Since \(\operatorname{Re}(i\omega-\varepsilon)^{-1}=-\varepsilon/(\omega^2+\varepsilon^2)\), whose integral over positive \(\omega\) is \(-(\pi/2)\operatorname{sgn}\varepsilon\),
\[
-\frac2\pi\int_0^\infty\operatorname{Re}\frac{d\omega}{(i\omega-\varepsilon)(i\omega-e)}
=\frac{\operatorname{sgn}\varepsilon-\operatorname{sgn}e}{\varepsilon-e}.
\]
This vanishes when both levels are filled or both are empty, and equals \(2/|\varepsilon-e|\) otherwise. The HOMO therefore gains energy from empty metal states (donation), and the LUMO from filled ones (back-donation). As \(\rho\) is even, both terms have the same form. With \(\varepsilon=\pm Wx\),
\[
B_2=\frac{4}{\pi W}\left[V_H^2I\!\left(\frac{|e_H|}{W}\right)+V_L^2I\!\left(\frac{e_L}{W}\right)\right],
\quad I(a)=\int_0^1\frac{\sqrt{1-x^2}}{x+a}\,dx .
\]

To evaluate \(I\) for \(0<a<1\), use \(1-x^2=(a-x)(a+x)+(1-a^2)\):
\[
I=\int_0^1\frac{a-x}{\sqrt{1-x^2}}dx+(1-a^2)J,\qquad
J=\int_0^1\frac{dx}{(x+a)\sqrt{1-x^2}} .
\]
The first integral is \(\pi a/2-1\). In \(J\), set \(x=\sin\phi\), then \(u=\tan(\phi/2)\), and write \(s=\sqrt{1-a^2}\):
\[
J=\int_0^1\frac{2\,du}{au^2+2u+a}
=\frac1s\left[\ln\frac{au+1-s}{au+1+s}\right]_0^1 .
\]
Because \((a+1-s)(1+s)=a(a+1+s)\), the upper limit contributes \(\ln[a/(1+s)]\). The lower limit subtracts \(\ln[(1-s)/(1+s)]=\ln[a^2/(1+s)^2]\). Hence \(J=s^{-1}\ln[(1+s)/a]\), and
\[
I(a)=\frac{\pi a}{2}-1+\sqrt{1-a^2}\,\ln\frac{1+\sqrt{1-a^2}}{a}.
\]

Two limits show its meaning. For a level far outside the band, the integral definition gives \(I\to\pi/(4a)\), and the contribution to \(B_2\) becomes \(V^2/|e|\), as for a single half-filled metal orbital. For \(a\to0\), \(I\to\ln(2/a)-1\). This divergence signals that second order fails when a level comes too close to \(E_F\); the full integral must then be used.

### The numbers

For the narrow molecule both arguments are \(1.5/6=0.25\), and \(I(0.25)=1.391\). Thus
\[
B_2=\frac{4}{6\pi}(1.391+1.391)\ \text{eV}=0.590\ \text{eV}.
\]
For the wide molecule, \(I(3/6)=0.926\) and \(I(2/6)=1.186\), so
\[
B_2=\frac{4}{6\pi}\left(1^2\times0.926+2^2\times1.186\right)\text{eV}
=(0.196+1.006)\ \text{eV}\approx1.20\ \text{eV}.
\]
The full integral gives 0.566 eV (54.6 kJ/mol) for the narrow molecule and 1.199 eV (115.6 kJ/mol) for the wide one. The wider-gap molecule binds more strongly by 0.63 eV.

To isolate the cause, keep the wide molecule's levels but set both couplings to 1 eV. Its full binding falls to 0.438 eV, below that of the narrow molecule. The larger LUMO coupling is therefore what reverses the order. The crossover lies at \(V_L=1.23\) eV, with everything else fixed. Second order explains its size: back-donation must supply \(0.590-0.196=0.394\) eV and yields \(1.006/4=0.252\) eV per eV\(^2\) of squared coupling, so \(V_L\simeq\sqrt{0.394/0.252}=1.25\) eV.

## What is true in general

The gap rule contains a correct statement once its missing conditions are restored. Let two molecules, primed and unprimed, bind to the same metal with the same Fermi level. If
\[
e_H\le e_H'<0<e_L'\le e_L,\qquad
|V_H'|\ge|V_H|,\qquad |V_L'|\ge|V_L|,
\]
then \(B'\ge B\). In words, a molecule binds at least as strongly if neither frontier level is farther from \(E_F\) and neither coupling is weaker. This holds for any coupling strength in the independent-electron model with orthogonal orbitals.

### Proof for the levels

Let \(P\) be a one-particle density matrix per spin, with eigenvalues between 0 and 1. Filling the negative levels minimizes the energy, so
\[
\Omega=\min_P\,2\operatorname{Tr}(PH).
\]
Let \(n_H\) and \(n_L\) be the HOMO and LUMO occupations per spin in the minimizing \(P\). If \(e_H\) changes by a small \(\delta\) of either sign, the old \(P\) is still an allowed trial state, so \(\Omega(e_H+\delta)\le\Omega(e_H)+2n_H\delta\). Taking both signs of \(\delta\) shows that the derivative of \(\Omega\) with respect to \(e_H\), where it exists, is \(2n_H\). Likewise, the derivative with respect to \(e_L\) is \(2n_L\). This is the Hellmann-Feynman theorem. Before coupling the HOMO contributes \(2e_H\) and the LUMO contributes nothing. Since \(B\) is the uncoupled energy minus the coupled one,
\[
\frac{\partial B}{\partial e_H}=2(1-n_H)\ge0,\qquad
\frac{\partial B}{\partial e_L}=-2n_L\le0 .
\]
Raising the HOMO towards \(E_F\), or lowering the LUMO towards it, cannot weaken binding at fixed couplings.

### Proof for the couplings

For each fixed \(P\), \(2\operatorname{Tr}(PH)\) is linear in \(V_H\). A minimum of linear functions is concave, so \(\Omega\) is concave in \(V_H\). Reversing the sign of the HOMO basis function reverses \(V_H\) without changing any energy, so \(\Omega\) is also even. A concave even function cannot increase as its argument moves away from zero. The uncoupled energy does not depend on \(V_H\), so \(B\) cannot decrease when \(|V_H|\) grows. The same argument applies to \(V_L\). Changing the two levels and two couplings one after another proves the statement.

The wide molecule escapes the theorem because its levels are less favourable while its LUMO coupling is more favourable. The inequalities then point in opposite directions, and \(B\) must be calculated.

### A second route: alignment

Different couplings are not necessary for a reversal. Differentiating under the integral gives
\[
I''(a)=2\int_0^1\frac{\sqrt{1-x^2}}{(x+a)^3}\,dx>0 .
\]
At fixed gap and equal couplings, convexity implies
\[
I(a_H)+I(a_L)\ge2I\!\left(\frac{a_H+a_L}{2}\right).
\]
To second order, the alignment centred on \(E_F\) is thus the weakest one. Moving one level closer gains more than moving the other away loses.

Consider a skewed molecule with levels at \(-0.3\) and \(3.5\) eV and both couplings equal to 1 eV. Its gap is 3.8 eV, yet its full binding is 0.734 eV, against 0.566 eV for the narrow molecule. The intervals are not nested, so the theorem does not forbid this.

## How far the reversal survives

**Overlap.** Real orbitals on neighbouring atoms overlap. For two filled orbitals of energies \(e_1,e_2\), coupling \(-V\) and overlap \(S=\alpha V\), the sum of the two levels is
\[
\operatorname{Tr}(S_{\rm mat}^{-1}H)=\frac{e_1+e_2+2\alpha V^2}{1-\alpha^2V^2},
\]
where \(S_{\rm mat}\) is the \(2\times2\) overlap matrix. To first order in \(\alpha\) this is a repulsion \(2\alpha V^2\) per spin. A strongly coupled HOMO pays this cost against filled metal states; an empty LUMO has no such filled-filled term. Overlap also weakens back-donation, however. At energy \(E\) the off-diagonal element of \(H-ES_{\rm mat}\) is \(-V(1+\alpha E)\), which for the filled metal states (\(E<0\)) is smaller in magnitude than \(V\) at the values of \(\alpha\) used here. Donation is weakened in the same way: to second order its coupling is taken at \(E=e_H\), which multiplies the donation energy by \((1+\alpha e_H)^2\). With \(\alpha=0.10\) eV\(^{-1}\) for both molecules, the bindings fall to 0.24 eV (narrow) and 0.60 eV (wide), so the order remains.

The mirror image of the wide molecule, with levels at \(-2\) and \(3\) eV, \(V_H=2\) eV and \(V_L=1\) eV, is less secure. Without overlap it also binds by 1.199 eV, because the half-filled band treats electrons and holes alike. It falls below the narrow molecule once \(\alpha\) exceeds 0.104 eV\(^{-1}\), where its HOMO overlap is 0.21. Strong coupling through a filled orbital is therefore no guarantee either.

**Charging.** The wide molecule gains a net 0.255 electrons; the skewed one donates 0.501; the narrow one stays neutral. Add a mean-field energy \(Uq^2/2\), where \(q\) is the net charge in electrons. The unrelaxed state is an allowed trial state, so the penalty is at most \(Uq^2/2\), and the neutral molecule pays none. An advantage \(\Delta B\) is safe while \(U<2\Delta B/q^2\). This gives about 19.5 eV for the wide molecule but only 1.3 eV for the skewed one. A charging energy of a few eV is plausible for a small adsorbate, so this bound does not secure the alignment example. Exceeding the bound does not by itself reverse the order, because the charge can relax and lower the penalty. Writing \(Uq^2/2=\max_\lambda\,[\lambda q-\lambda^2/(2U)]\), with \(q\) the charge gained, the relaxed binding is \(\min_\lambda\,[B(\lambda)+\lambda^2/(2U)]\), where \(B(\lambda)\) is the binding with both molecular levels raised by \(\lambda\). The skewed molecule then keeps 0.62 eV at \(U=3\) eV and falls below the narrow one only above about 11 eV, while the wide molecule stays above 0.97 eV for any \(U\).

**Potential, band filling and temperature.** Moving all molecular levels by \(-0.5\) or \(+0.5\) eV relative to \(E_F\), as a change of electrode potential might do, leaves the wide molecule ahead: 1.35 or 1.09 eV, against 0.59 eV in both cases. Moving the band centre by \(\pm2\) eV at fixed \(E_F\) also preserves the order. At 298.15 K the electronic bindings of the narrow, wide and skewed molecules change by no more than about 1.2 meV.

**Contact height.** The classical image shift \(e^2/(16\pi\varepsilon_0z)\), with \(z\) the distance from an ideal metal surface in vacuum, is 1.20 eV per level at 0.30 nm and 1.03 eV at 0.35 nm. When the HOMO and LUMO stand for electron removal and addition energies, it raises the first and lowers the second, so this gap is smaller at contact than in the isolated molecule. If the narrow molecule sits at 0.30 nm and the wide one at 0.35 nm, the levels of the narrow molecule move inward by a further 0.17 eV each. With its couplings held fixed, its binding becomes 0.60 eV, still about half that of the wide molecule. A shorter distance would normally strengthen the couplings too, and this can undo the reversal: the narrow molecule draws level once both its couplings are 1.45 times larger. Over 0.05 nm, that takes an exponential decay constant of 7.4 nm\(^{-1}\); for tunnelling through a 4.5 eV barrier the constant is 10.9 nm\(^{-1}\). The reversal shown here therefore presumes similar contact heights.

### Reading the result for a real inhibitor

The parameters are round values chosen for illustration. They do not describe a particular molecule or metal, and the couplings especially can vary strongly with geometry. Overlap changes the binding strongly: at \(\alpha=0.10\) eV\(^{-1}\) it halves the wide molecule's value and reduces its advantage from 0.63 to 0.36 eV. Any d states of the metal, displaced water, dispersion, surface oxide and molecular relaxation are absent. Any of them could alter a real ranking if it differs enough between the molecules. Moreover, \(B\) is neither an adsorption free energy nor an inhibition efficiency, which also depends on coverage and film structure.

Within the orthogonal model, a gap comparison gives the order of the frontier-orbital binding when the level intervals are nested around \(E_F\) and the molecule with the narrower interval has couplings that are no weaker. Merely similar couplings are not enough: for levels at \(\pm1.5\) eV with couplings of 1 eV and levels at \(\pm1.8\) eV, the order reverses once the second molecule's couplings are about 5% larger. For real molecules, differences in contact geometry and overlap must also be small enough not to change the order. Outside those conditions, the two level positions and the two couplings must be examined separately. The numerical output lists the values for all four molecules.

## Values computed for the example and the checks

```
metal band half-width W = 6.0 eV, Fermi level = 0 eV
narrow: HOMO -1.5, LUMO 1.5, gap 3.0, V_H 1.0, V_L 1.0 eV
wide: HOMO -3.0, LUMO 2.0, gap 5.0, V_H 1.0, V_L 2.0 eV
skew: HOMO -0.3, LUMO 3.5, gap 3.8, V_H 1.0, V_L 1.0 eV
donor: HOMO -2.0, LUMO 3.0, gap 5.0, V_H 2.0, V_L 1.0 eV
narrow: 2nd-order donation 0.295, back-donation 0.295, sum 0.590 eV
wide: 2nd-order donation 0.196, back-donation 1.006, sum 1.203 eV
skew: 2nd-order donation 0.586, back-donation 0.178, sum 0.764 eV
donor: 2nd-order donation 1.006, back-donation 0.196, sum 1.203 eV
narrow: full model binding 0.566 eV = 54.6 kJ/mol
wide: full model binding 1.199 eV = 115.6 kJ/mol
skew: full model binding 0.734 eV = 70.8 kJ/mol
donor: full model binding 1.199 eV = 115.6 kJ/mol
wide minus narrow binding = 0.632 eV
skew minus narrow binding = 0.167 eV
wide levels with both couplings 1 eV: binding 0.438 eV
V_L at which wide equals narrow = 1.233 eV
largest integral-chain difference = 8.6e-06 eV
narrow: HOMO holes 0.092, LUMO electrons 0.092, net donated +0.000 electrons
wide: HOMO holes 0.026, LUMO electrons 0.281, net donated -0.255 electrons
skew: HOMO holes 0.528, LUMO electrons 0.028, net donated +0.501 electrons
donor: HOMO holes 0.281, LUMO electrons 0.026, net donated +0.255 electrons
wide: advantage safe for charging energy U below 19.5 eV
skew: advantage safe for charging energy U below 1.3 eV
overlap/coupling 0.05 per eV: binding narrow 0.39, wide 0.86, skew 0.59 eV
overlap/coupling 0.10 per eV: binding narrow 0.24, wide 0.60, skew 0.47 eV
donor loses to narrow above overlap/coupling = 0.104 per eV
donor HOMO overlap at that point = 0.207
levels moved -0.5 eV relative to Fermi level: narrow 0.590, wide 1.351 eV
levels moved +0.5 eV relative to Fermi level: narrow 0.590, wide 1.092 eV
band centre -2.0 eV: narrow 0.54, wide 1.29 eV
band centre +2.0 eV: narrow 0.54, wide 1.01 eV
temperature 298.15 K, kT = 25.7 meV
narrow: thermal change of binding = +0.21 meV
wide: thermal change of binding = +0.17 meV
skew: thermal change of binding = +1.21 meV
image shift at 0.30 nm = 1.20 eV per level
image shift at 0.35 nm = 1.03 eV per level
narrow with extra inward shift 0.17 eV per level: binding 0.600 eV
```
